# Why germanium-on-silicon dark current often grows linearly with threading-dislocation density: test program

```python
"""Dark current of a p-i-n diode crossed by threading dislocations.

Result under test: J(D) = J0 + K*D, K = q*lam*g0*Wg, where
D   = dislocations per area, lam = generation centres per depth on one line,
g0  = c*ni/2 = pair rate of one depleted midgap centre,
Wg  = integral of 2*ni/(n+p+2*ni) over depth (effective generation width),
J0  = current without dislocations.
The formula uses the field of the dislocation-free diode. It is compared with
drift-diffusion solutions that include recombination and centre charge.
Lengths are in cm, densities in cm^-3, potentials in units of kT/q.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded

q = const.e
temperature = 300.0
vt = const.k * temperature / q
rel_eps = 16.0
eps = rel_eps * const.epsilon_0 / 100.0      # F/cm
ni = 2e13
doping = 1e18
lam = 1e7
c = 1e-7                                     # capture coefficient, cm^3/s
diffusivity = 50.0                           # both carriers, cm^2/s
contact = 0.2e-4
w_i = 1.0e-4
h = 2e-7
n_contact = int(round(contact / h))
n_nodes = int(round((2 * contact + w_i) / h)) + 1
x = h * np.arange(n_nodes)
net_doping = np.zeros(n_nodes)
net_doping[:n_contact] = -doping
net_doping[n_contact] = -doping / 2
net_doping[-n_contact:] = doping
net_doping[-n_contact - 1] = doping / 2
built = np.arcsinh(doping / (2 * ni))
g0 = c * ni / 2
rng = np.random.default_rng(12345)


def tridiagonal(lower, diagonal, upper, rhs):
    bands = np.zeros((3, len(diagonal)))
    bands[0, 1:] = upper
    bands[1] = diagonal
    bands[2, :-1] = lower
    return solve_banded((1, 1), bands, rhs)


def bernoulli(z):
    small = np.abs(z) < 1e-8
    safe = np.where(small, 1.0, z)
    return np.where(small, 1 - z / 2, safe / np.expm1(safe))


def poisson(psi_ref, n_ref, p_ref, charged):
    """Potential at fixed quasi-Fermi levels; charged = acceptor centres."""
    psi = psi_ref.copy()
    scale = q * h**2 / (eps * vt)
    for _ in range(1000):
        n = n_ref * np.exp(psi - psi_ref)
        p = p_ref * np.exp(psi_ref - psi)
        total = n + p + 2 * ni
        filled = (n + ni) / total
        d_filled = (2 * n * p + ni * (n + p)) / total**2
        density = n - p - net_doping + charged * filled
        residual = (psi[2:] - 2 * psi[1:-1] + psi[:-2]
                    - scale * density[1:-1])
        diagonal = -2 - scale * (n + p + charged * d_filled)[1:-1]
        off = np.ones(n_nodes - 3)
        step = tridiagonal(off, diagonal, off, -residual)
        largest = np.max(np.abs(step))
        psi[1:-1] += step * min(1.0, 1.0 / max(largest, 1e-30))
        if largest < 1e-8:
            return psi
    raise RuntimeError("Poisson iteration did not converge")


def continuity(potential, left, right, other, total, centres):
    """Carrier density with generation and recombination at the centres."""
    d = np.diff(potential)
    up = diffusivity * bernoulli(d) / h**2
    down = diffusivity * bernoulli(-d) / h**2
    a = c * centres / total[1:-1]
    diagonal = -(down[1:] + up[:-1]) - a * other[1:-1]
    rhs = -a * ni**2
    rhs[0] -= down[0] * left
    rhs[-1] -= up[-1] * right
    inside = tridiagonal(down[1:-1], diagonal, up[1:-1], rhs)
    return np.concatenate(([left], inside, [right]))


def flux(potential, density):
    d = np.diff(potential)
    return diffusivity / h * (bernoulli(d) * density[1:]
                              - bernoulli(-d) * density[:-1])


def flat_level_state(reverse_voltage):
    """Dislocation-free diode with flat quasi-Fermi levels."""
    v = reverse_voltage / vt
    guess = np.interp(x, [0, contact, contact + w_i, x[-1]],
                      [-built, -built, built + v, built + v])
    psi = poisson(guess, ni * np.exp(guess - v), ni * np.exp(-guess), 0.0)
    return psi, ni * np.exp(psi - v), ni * np.exp(-psi)


def dark_current(state, dislocations, charge_on=True):
    """Self-consistent drift-diffusion current density in A/cm^2."""
    psi, n, p = [array.copy() for array in state]
    centres = lam * dislocations
    high, low = ni * np.exp(built), ni * np.exp(-built)
    old = 0.0
    for _ in range(600):
        total = n + p + 2 * ni
        n = continuity(psi, low, high, p, total, centres)
        p = continuity(-psi, high, low, n, total, centres)
        profile = q * (flux(-psi, p) - flux(psi, n))
        current = profile[n_nodes // 2]
        new = poisson(psi, n, p, centres if charge_on else 0.0)
        change = np.max(np.abs(new - psi))
        n = n * np.exp(new - psi)
        p = p * np.exp(psi - new)
        psi = new
        if change < 1e-7 and abs(current - old) < 1e-6 * abs(current):
            third = profile[[n_nodes // 3, 2 * n_nodes // 3]]
            assert np.allclose(third, current, rtol=1e-3)
            return current, (psi, n, p)
        old = current
    raise RuntimeError("drift-diffusion iteration did not converge")


# One centre: random events against the steady-state rate formula.
en, ep, capture_n, capture_p = 3.0, 1.0, 0.5, 0.4
cycles = 1000000
duration = (rng.exponential(1 / (ep + capture_n), cycles).sum()
            + rng.exponential(1 / (en + capture_p), cycles).sum())
emitted = np.sum(rng.random(cycles) < en / (en + capture_p))
captured = np.sum(rng.random(cycles) < capture_n / (ep + capture_n))
rate_events = (emitted - captured) / duration
rate_formula = ((en * ep - capture_n * capture_p)
                / (en + ep + capture_n + capture_p))
assert abs(rate_events / rate_formula - 1) < 0.01

# Generation width and slope from the dislocation-free field, at two biases.
results = {}
for bias in (1.0, 3.0):
    state = flat_level_state(bias)
    psi, n, p = state
    width = np.trapezoid(2 * ni / (n + p + 2 * ni), x) \
        if hasattr(np, "trapezoid") else np.trapz(2 * ni / (n + p + 2 * ni), x)
    p_edge = np.interp(-np.log(2 * ni), -np.log(p), x)
    n_edge = np.interp(np.log(2 * ni), np.log(n), x)
    edge_width = n_edge - p_edge
    assert abs(edge_width / width - 1) < 0.03
    slope = q * lam * g0 * width
    j_zero, solved = dark_current(state, 0.0)
    j_ref, _ = dark_current(solved, 1e7)
    slope_numeric = (j_ref - j_zero) / 1e7
    assert abs(slope_numeric / slope - 1) < 0.03
    results[bias] = (width, edge_width, slope, slope_numeric, j_zero, solved)
assert results[3.0][0] > results[1.0][0]

width, edge_width, slope, slope_numeric, j_zero, solved = results[1.0]
j_zero_formula = q * ni**2 / doping * 2 * diffusivity / contact
assert abs(j_zero / j_zero_formula - 1) < 0.05

# Range of linear growth, and a control without centre charge.
densities = [1e6, 1e7, 1e8, 1e9, 5e9]
currents, ratios = [], []
state = solved
for dislocations in densities:
    current, state = dark_current(state, dislocations)
    currents.append(current)
    ratios.append((current - j_zero) / (slope * dislocations))
assert all(abs(r - 1) < 0.03 for r in ratios[:2])
assert abs(ratios[2] - 1) < 0.10
assert ratios[-1] < 0.6
j_neutral, _ = dark_current(solved, densities[-1], charge_on=False)
ratio_neutral = (j_neutral - j_zero) / (slope * densities[-1])
assert abs(ratio_neutral - 1) < 0.05
v_total = 1.0 + 2 * built * vt
d_limit = 4 * eps * v_total / (q * lam * w_i**2)
assert densities[2] < d_limit < densities[-1]


def coupled_generation(coupling):
    """Pair rate (units of emission rate) from all occupation states."""
    sites = len(coupling)
    size = 2**sites
    matrix = np.zeros((size, size))
    emission = np.zeros(size)
    for s in range(size):
        occupied = np.array([(s >> i) & 1 for i in range(sites)])
        shift = coupling @ occupied
        for i in range(sites):
            rate = np.exp(shift[i] if occupied[i] else -shift[i])
            matrix[s ^ (1 << i), s] += rate
            matrix[s, s] -= rate
            emission[s] += rate * occupied[i]
    matrix[-1] = 1.0
    rhs = np.zeros(size)
    rhs[-1] = 1.0
    return emission @ np.linalg.solve(matrix, rhs)


# Two lines of three centres; repulsion of one kT between neighbours.
chain = np.diag(np.ones(2), 1) + np.diag(np.ones(2), -1)
free_line = coupled_generation(np.zeros((3, 3)))
one_line = coupled_generation(chain)
two_lines = coupled_generation(np.kron(np.eye(2), chain))
across = np.kron(np.array([[0, 1], [1, 0]]), np.eye(3))
two_coupled = coupled_generation(np.kron(np.eye(2), chain) + across)
assert abs(free_line - 1.5) < 1e-10
assert abs(one_line / free_line - 1) > 0.05
assert abs(two_lines / one_line - 2) < 1e-9
assert abs(two_coupled / one_line - 2) > 0.06


def neutral_base(thickness, dislocations):
    """Collected flux over n0: finite differences and closed formula."""
    tau = 1 / (c * lam * dislocations)
    cells = 2000
    dx = thickness / cells
    k = dx**2 / (diffusivity * tau)
    lower = np.ones(cells - 1)
    lower[-1] = 2.0                          # reflecting back surface
    excess = tridiagonal(lower, np.full(cells, -2 - k),
                         np.ones(cells - 1), np.full(cells, -k))
    numeric = diffusivity * (4 * excess[0] - excess[1]) / (2 * dx)
    length = np.sqrt(diffusivity * tau)
    return numeric, diffusivity / length * np.tanh(thickness / length)


exponents = []
for thickness in (1e-4, 200e-4):
    a_num, a_formula = neutral_base(thickness, 1e7)
    b_num, b_formula = neutral_base(thickness, 2e7)
    assert abs(a_num / a_formula - 1) < 0.01
    assert abs(b_num / b_formula - 1) < 0.01
    exponents.append(np.log2(b_num / a_num))
assert abs(exponents[0] - 1) < 0.02 and abs(exponents[1] - 0.5) < 0.02
base_length = np.sqrt(diffusivity / (c * lam * 1e7))

# Random positions on a wafer, counted in equal square diodes.
area = 1e-6
mean_count = 1e7 * area
side = 300
points = int(round(mean_count * side**2))
columns = (side * rng.random(points)).astype(int)
rows = (side * rng.random(points)).astype(int)
counts = np.bincount(columns * side + rows, minlength=side**2)
scatter = counts.std() / counts.mean()
assert abs(scatter * np.sqrt(mean_count) - 1) < 0.03

print(f"temperature: {temperature:.0f} K; kT/q: {vt*1e3:.2f} mV")
print(f"intrinsic density ni: {ni:.1e} cm^-3; rel. permittivity: {rel_eps:.0f}")
print(f"contact doping: {doping:.1e} cm^-3; thickness: {contact*1e4:.1f} um")
print(f"intrinsic layer: {w_i*1e4:.1f} um; diffusivity: {diffusivity:.0f} cm^2/s")
print(f"centres per depth: {lam:.1e} cm^-1; capture coeff.: {c:.1e} cm^3/s")
print(f"emission rate of each kind: {c*ni:.2e} s^-1")
print(f"pair rate of one depleted centre g0: {g0:.2e} s^-1")
print(f"event test, simulated / formula rate: {rate_events/rate_formula:.4f}")
for bias, r in results.items():
    print(f"reverse bias {bias:.0f} V: generation width {r[0]*1e4:.3f} um")
    print(f"  width between n=2ni and p=2ni: {r[1]*1e4:.3f} um")
    print(f"  current per dislocation, formula: {r[2]*1e12:.1f} pA")
    print(f"  current per dislocation, full solution: {r[3]*1e12:.1f} pA")
print(f"generating centres per dislocation at 1 V: {lam*width:.0f}")
print(f"intercept J0 at 1 V, full solution: {j_zero*1e3:.3f} mA/cm^2")
print(f"intercept J0, contact formula: {j_zero_formula*1e3:.3f} mA/cm^2")
print("At 1 V: D, total J, dislocation part / linear formula")
for dislocations, current, ratio in zip(densities, currents, ratios):
    print(f"  {dislocations:.0e} cm^-2  {current*1e3:.3f} mA/cm^2  {ratio:.3f}")
print(f"same ratio at {densities[-1]:.0e} cm^-2, no charge: {ratio_neutral:.3f}")
apparent = np.log10(currents[1] / currents[0])
print(f"apparent exponent of total J, 1e6 to 1e7 cm^-2: {apparent:.3f}")
print(f"total junction voltage: {v_total:.3f} V")
print(f"charge-limit estimate D_c: {d_limit:.2e} cm^-2")
print(f"three free centres, pair rate / emission rate: {free_line:.3f}")
print(f"three coupled centres on one line, same unit: {one_line:.3f}")
print(f"two lines / one line, coupling within lines: {two_lines/one_line:.3f}")
print(f"two lines / one line, also between lines: {two_coupled/one_line:.3f}")
print(f"neutral-base diffusion length at 1e7 cm^-2: {base_length*1e4:.1f} um")
print(f"exponent in D, neutral base 1 um: {exponents[0]:.3f}")
print(f"exponent in D, neutral base 200 um: {exponents[1]:.3f}")
print(f"diode area: {area*1e8:.0f} um^2; mean count at 1e7: {mean_count:.0f}")
print(f"relative scatter, simulated: {scatter:.3f}")
print(f"relative scatter, Poisson formula: {1/np.sqrt(mean_count):.3f}")
print("tests ok")
```

It prints:

```
temperature: 300 K; kT/q: 25.85 mV
intrinsic density ni: 2.0e+13 cm^-3; rel. permittivity: 16
contact doping: 1.0e+18 cm^-3; thickness: 0.2 um
intrinsic layer: 1.0 um; diffusivity: 50 cm^2/s
centres per depth: 1.0e+07 cm^-1; capture coeff.: 1.0e-07 cm^3/s
emission rate of each kind: 2.00e+06 s^-1
pair rate of one depleted centre g0: 1.00e+06 s^-1
event test, simulated / formula rate: 0.9993
reverse bias 1 V: generation width 0.726 um
  width between n=2ni and p=2ni: 0.727 um
  current per dislocation, formula: 116.4 pA
  current per dislocation, full solution: 116.4 pA
reverse bias 3 V: generation width 0.874 um
  width between n=2ni and p=2ni: 0.874 um
  current per dislocation, formula: 140.1 pA
  current per dislocation, full solution: 140.1 pA
generating centres per dislocation at 1 V: 726
intercept J0 at 1 V, full solution: 0.323 mA/cm^2
intercept J0, contact formula: 0.320 mA/cm^2
At 1 V: D, total J, dislocation part / linear formula
  1e+06 cm^-2  0.439 mA/cm^2  1.000
  1e+07 cm^-2  1.487 mA/cm^2  1.000
  1e+08 cm^-2  11.957 mA/cm^2  1.000
  1e+09 cm^-2  89.983 mA/cm^2  0.770
  5e+09 cm^-2  226.301 mA/cm^2  0.388
same ratio at 5e+09 cm^-2, no charge: 0.997
apparent exponent of total J, 1e6 to 1e7 cm^-2: 0.530
total junction voltage: 1.559 V
charge-limit estimate D_c: 5.52e+08 cm^-2
three free centres, pair rate / emission rate: 1.500
three coupled centres on one line, same unit: 1.268
two lines / one line, coupling within lines: 2.000
two lines / one line, also between lines: 1.802
neutral-base diffusion length at 1e7 cm^-2: 22.4 um
exponent in D, neutral base 1 um: 0.999
exponent in D, neutral base 200 um: 0.500
diode area: 100 um^2; mean count at 1e7: 10
relative scatter, simulated: 0.316
relative scatter, Poisson formula: 0.316
tests ok
```
